**Split-valence second zeta: matching coefficients and range of the difference function**

The program tests the second zeta \(R_2\), which equals \(r^l(a-br^2)\) inside the matching radius \(r_m\) and the first zeta \(R_1\) outside it, where \(r_m\) is set by the norm \(S\) of the tail of \(R_1\). The orbitals are the lowest states with \(l=0,1,2\) of a smeared model ion in a hard-wall sphere of radius \(r_c=6\) bohr. It asserts that the formulas for \(a\) and \(b\) agree with a direct solution of the matching equations that uses a finite-difference slope. It also asserts that \(\chi=R_1-R_2\) equals the Taylor remainder of \(R_1/r^l\) in the variable \(r^2\), is positive at the sampled points inside \(r_m\), and meets zero quadratically at \(r_m\). Further assertions cover the kinetic surface term, the tail left when \(R_2\) is normalized too early, and the equal energies of the bases \(\{R_1,R_2\}\) and \(\{R_1,\chi\}\). For \(S=0.15\) the output gives \(r_m=2.26\), 3.64 and 4.43 bohr for \(l=0,1,2\), all well below \(r_c\). When the ionic charge is changed from 2 to 2.5, the second zeta removes 77 to 87% of the single-zeta energy error, relative to the exact lowest state in the same sphere. With a repulsive core added, \(\chi\) is negative at the origin, which shows that its positivity depends on the potential.

## Check in Python

```python
"""Split-valence second zeta for numerical atomic orbitals (hartree atomic units).

First zeta: R1(r) = r^l g(r), normalized, zero beyond the hard wall r_c.
Split radius r_m: the norm of R1 beyond r_m equals the split norm S.
Second zeta: R2 = r^l (a - b r^2) inside r_m, R2 = R1 outside, with
  a = ((l+2) f - r_m f') / (2 r_m^l),  b = (l f - r_m f') / (2 r_m^(l+2)),
where f and f' are the value and slope of R1 at r_m.
Result under test: chi = R1 - R2 has range r_m < r_c, and for a potential
that never decreases with r it is positive everywhere inside r_m, because
G(s) = g(r), s = r^2, is convex and a - b s is its tangent at r_m^2.
"""
import numpy as np
from numpy.polynomial import Chebyshev
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import erf

CHARGE, NEW_CHARGE, WIDTH = 2.0, 2.5, 1.0
R_C, SPLIT = 6.0, 0.15
BOHR_IN_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
NODES, WEIGHTS = np.polynomial.legendre.leggauss(80)


def integrate(function, low, high):
    half = 0.5 * (high - low)
    return half * np.sum(WEIGHTS * function(low + half * (NODES + 1)))


def soft_ion(charge, core=0.0):
    """Smeared attractive ion, with an optional repulsive Gaussian core."""
    return lambda r: -charge * erf(r / WIDTH) / r + core * np.exp(-r * r)


def first_zeta(l, potential):
    """Lowest state in the hard-wall sphere, by outward shooting for g."""
    start = 1e-3

    def shoot(energy, rtol=1e-12, dense=False):
        def rhs(r, y):
            return [y[1], 2 * (potential(r) - energy) * y[0]
                    - (2 * l + 2) / r * y[1]]
        c = (potential(start) - energy) / (2 * l + 3)
        return solve_ivp(rhs, (start, R_C), [1 + c * start**2, 2 * c * start],
                         method="DOP853", rtol=rtol, atol=rtol * 0.1,
                         max_step=0.1, dense_output=dense)

    energy = -3.0
    while shoot(energy, 1e-6).y[0, -1] > 0:
        energy += 0.2
    energy = brentq(lambda e: shoot(e).y[0, -1], energy - 0.2, energy,
                    xtol=1e-13)
    solution = shoot(energy, dense=True).sol
    g = Chebyshev.interpolate(lambda r: solution(r)[0], 50, domain=[0, R_C])
    norm = integrate(lambda r: r**(2 * l + 2) * g(r)**2, 0, R_C)
    return energy, g / np.sqrt(norm)


def tail_norm(l, g, x):
    return integrate(lambda r: r**(2 * l + 2) * g(r)**2, x, R_C)


def split_radius(l, g, split):
    return brentq(lambda x: tail_norm(l, g, x) - split, 0.01, R_C, xtol=1e-13)


def second_zeta_coefficients(l, g, r_m):
    f = r_m**l * g(r_m)
    slope = r_m**l * g.deriv()(r_m) + l * f / r_m
    a = ((l + 2) * f - r_m * slope) / (2 * r_m**l)
    b = (l * f - r_m * slope) / (2 * r_m**(l + 2))
    return a, b


def lowest_energy(l, basis, potential, r_m):
    """Variational energy; basis is a list of pairs (g_i, derivative of g_i)."""
    n, p = len(basis), 2 * l + 2
    h, s = np.zeros((n, n)), np.zeros((n, n))
    for i, (u, du) in enumerate(basis):
        for j, (v, dv) in enumerate(basis):
            for lo, hi in ((0, r_m), (r_m, R_C)):
                s[i, j] += integrate(lambda r: r**p * u(r) * v(r), lo, hi)
                h[i, j] += integrate(lambda r: r**p * (
                    0.5 * du(r) * dv(r) + potential(r) * u(r) * v(r)), lo, hi)
    return eigh(h, s, eigvals_only=True)[0]


def overlap_s(u, distance):
    """Two-centre overlap of equal s functions, in two-centre coordinates."""
    half = 0.5 * R_C
    total = 0.0
    for x, w in zip(half * (NODES + 1), half * WEIGHTS):
        low = abs(distance - x)
        high = max(low, min(distance + x, R_C))
        total += w * x * u(x) * integrate(lambda r: r * u(r), low, high)
    return total / (2 * distance)


print(f"model: Z = {CHARGE}, w = {WIDTH} bohr, r_c = {R_C} bohr, S = {SPLIT}")
V = soft_ion(CHARGE)
for l in (0, 1, 2):
    p = 2 * l + 2
    energy, g = first_zeta(l, V)
    dg, ddg = g.deriv(), g.deriv(2)
    inside = np.linspace(0.02, R_C - 0.01, 400)
    assert np.all(g(inside) > 0)
    rayleigh = lowest_energy(l, [(g, dg)], V, 3.0)
    assert abs(rayleigh - energy) < 1e-7

    # The tail norm falls steadily, so the split radius is unique.
    tails = np.array([tail_norm(l, g, x) for x in inside])
    assert np.all(np.diff(tails) < 0)
    r_m = split_radius(l, g, SPLIT)
    assert 0 < r_m < R_C
    a, b = second_zeta_coefficients(l, g, r_m)

    # Coefficients against a direct solution with a finite-difference slope.
    def R1(r):
        return r**l * g(r)
    step = 1e-4
    fd_slope = (R1(r_m + step) - R1(r_m - step)) / (2 * step)
    matching = np.array([[r_m**l, -r_m**(l + 2)],
                         [l * r_m**(l - 1.0), -(l + 2) * r_m**(l + 1)]])
    direct = np.linalg.solve(matching, [R1(r_m), fd_slope])
    assert np.allclose(direct, [a, b], rtol=1e-6, atol=1e-8)

    def g2(r):
        return np.where(r < r_m, a - b * r**2, g(r))

    def dg2(r):
        return np.where(r < r_m, -2 * b * r, dg(r))

    def q(r):
        return g(r) - g2(r)

    def dq(r):
        return dg(r) - dg2(r)

    # Curvature in s: derivatives of the orbital against the radial equation.
    def curvature(r):
        return ((V(r) - energy) * g(r)
                - (2 * l + 3) * dg(r) / (2 * r)) / (2 * r**2)
    grid = np.linspace(0.3, R_C - 0.01, 300)
    from_orbital = (ddg(grid) - dg(grid) / grid) / (4 * grid**2)
    assert np.allclose(from_orbital, curvature(grid), atol=1e-6)
    assert np.all(dg(grid) < 0) and np.all(from_orbital > 0)

    # The difference equals the Taylor remainder and is positive inside r_m.
    for r in np.array([0.2, 0.5, 0.8]) * r_m:
        remainder = r**l * integrate(
            lambda x: (x**2 - r**2) * curvature(x) * 2 * x, r, r_m)
        assert abs(remainder - r**l * q(r)) < 1e-8
    assert np.all(q(np.linspace(0.01, 0.99, 200) * r_m) > 0)

    # Quadratic contact at r_m, extrapolated to zero distance.
    contact = 2 * r_m**(l + 2) * curvature(r_m)
    ratio = [(r_m - d)**l * q(r_m - d) / (contact * d**2) for d in (0.01, 0.02)]
    assert abs(2 * ratio[0] - ratio[1] - 1) < 5e-3

    # Slope matching removes the surface term of the kinetic operator.
    def kinetic_gap(d1, d2):
        gradient = 0.5 * integrate(lambda r: r**p * dg(r) * d1(r), 0, r_m)
        local = -0.5 * integrate(
            lambda r: r**p * g(r) * (d2(r) + p / r * d1(r)), 0, r_m)
        return gradient - local
    gap_matched = kinetic_gap(dq, lambda r: ddg(r) + 2 * b)
    gap_value_only = kinetic_gap(dg, ddg)
    surface = 0.5 * r_m**p * g(r_m) * dg(r_m)
    assert abs(gap_matched) < 1e-8
    assert abs(gap_value_only - surface) < 1e-8 and abs(surface) > 1e-3

    # Norms, and the tail left if R2 is normalized before subtraction.
    norm_chi = integrate(lambda r: r**p * q(r)**2, 0, r_m)
    norm_r2 = SPLIT + integrate(lambda r: r**p * g2(r)**2, 0, r_m)
    scale = 1 / np.sqrt(norm_r2)
    left_over = integrate(
        lambda r: r**p * (g(r) - scale * g2(r))**2, r_m, R_C)
    assert SPLIT < norm_r2 < 1
    assert abs(left_over - (scale - 1)**2 * SPLIT) < 1e-9

    # Response to a changed ionic charge in single- and double-zeta bases.
    V_new = soft_ion(NEW_CHARGE)
    single = lowest_energy(l, [(g, dg)], V_new, r_m)
    with_r2 = lowest_energy(l, [(g, dg), (g2, dg2)], V_new, r_m)
    with_chi = lowest_energy(l, [(g, dg), (q, dq)], V_new, r_m)
    exact, _ = first_zeta(l, V_new)
    assert abs(with_r2 - with_chi) < 1e-8
    assert exact - 1e-8 < with_chi < single - 1e-6

    print(f"l={l}: E = {energy:.6f} hartree, V(r_m) = {V(r_m):.6f} hartree")
    print(f"  r_m = {r_m:.5f} bohr = {r_m * BOHR_IN_ANGSTROM:.5f} angstrom,"
          f" r_m/r_c = {r_m / R_C:.4f}")
    print(f"  R1(r_m) = {R1(r_m):.6f} bohr^-3/2,"
          f" R1'(r_m) = {fd_slope:.6f} bohr^-5/2")
    print(f"  a = {a:.6f} bohr^-{l + 1.5}, b = {b:.6f} bohr^-{l + 3.5}")
    print(f"  norm of chi = {norm_chi:.6f}, norm of R2 = {norm_r2:.6f}")
    print(f"  R2 normalized first: factor c = {scale:.5f},"
          f" norm left beyond r_m = {left_over:.3e}")
    print(f"  kinetic surface term, value-only matching ="
          f" {gap_value_only:.6f} hartree")
    print(f"  Z = {NEW_CHARGE}: single zeta {single:.6f},"
          f" double zeta {with_chi:.6f}, exact {exact:.6f} hartree")
    print(f"  share of single-zeta error removed ="
          f" {100 * (single - with_chi) / (single - exact):.2f} %")

    if l == 0:
        near, far = 1.6 * r_m, 2.02 * r_m
        assert abs(overlap_s(g, 1e-3) - 1) < 1e-4
        table = [(d, overlap_s(g, d), overlap_s(g2, d),
                  overlap_s(q, d) / norm_chi) for d in (near, far)]
        assert table[0][3] > 1e-8 and abs(table[1][3]) < 1e-14
        assert table[1][1] > 1e-3 and table[1][2] > 1e-3
        print("  two-centre overlaps (chi normalized, R2 as constructed):")
        for d, o1, o2, oc in table:
            print(f"    D = {d:.4f} bohr: R1-R1 {o1:.6f}, R2-R2 {o2:.6f},"
                  f" chi-chi {oc:.3e}")
    if l == 1:
        print("  r (bohr), then R1, R2, chi (bohr^-3/2):")
        for r in (0.5, 1.0, 2.0, 3.0, 4.0, 5.0):
            print(f"    {r:.1f}  {R1(r):.6f}  {r**l * g2(r):.6f}"
                  f"  {r**l * q(r):.6f}")
        radii = [split_radius(l, g, x) for x in (0.05, 0.15, 0.30)]
        assert radii[0] > radii[1] > radii[2]
        print("  r_m for S = 0.05, 0.15, 0.30: "
              + ", ".join(f"{x:.4f}" for x in radii) + " bohr")

# A repulsive core breaks the condition on the potential: chi turns negative.
CORE = 10.0
core_energy, core_g = first_zeta(0, soft_ion(CHARGE, CORE))
core_r_m = split_radius(0, core_g, SPLIT)
core_a, core_b = second_zeta_coefficients(0, core_g, core_r_m)
core_chi_origin = core_g(0.0) - core_a
assert core_r_m < R_C and core_chi_origin < 0
print(f"repulsive core {CORE} hartree * exp(-r^2/bohr^2), l=0:"
      f" E = {core_energy:.6f} hartree")
print(f"  r_m = {core_r_m:.5f} bohr, chi(0) = {core_chi_origin:.6f} bohr^-3/2")
print("no test failed")
```

It prints:

```
model: Z = 2.0, w = 1.0 bohr, r_c = 6.0 bohr, S = 0.15
l=0: E = -0.948121 hartree, V(r_m) = -0.882804 hartree
  r_m = 2.26239 bohr = 1.19721 angstrom, r_m/r_c = 0.3771
  R1(r_m) = 0.218854 bohr^-3/2, R1'(r_m) = -0.246149 bohr^-5/2
  a = 0.497297 bohr^-1.5, b = 0.054400 bohr^-3.5
  norm of chi = 0.097557, norm of R2 = 0.591459
  R2 normalized first: factor c = 1.30028, norm left beyond r_m = 1.353e-02
  kinetic surface term, value-only matching = -0.137866 hartree
  Z = 2.5: single zeta -1.290017, double zeta -1.298678, exact -1.301267 hartree
  share of single-zeta error removed = 76.99 %
  two-centre overlaps (chi normalized, R2 as constructed):
    D = 3.6198 bohr: R1-R1 0.207130, R2-R2 0.168679, chi-chi 5.324e-04
    D = 4.5700 bohr: R1-R1 0.093120, R2-R2 0.081132, chi-chi 0.000e+00
l=1: E = -0.443017 hartree, V(r_m) = -0.549682 hartree
  r_m = 3.63846 bohr = 1.92539 angstrom, r_m/r_c = 0.6064
  R1(r_m) = 0.123930 bohr^-3/2, R1'(r_m) = -0.090612 bohr^-5/2
  a = 0.096397 bohr^-2.5, b = 0.004709 bohr^-4.5
  norm of chi = 0.165050, norm of R2 = 0.515620
  R2 normalized first: factor c = 1.39263, norm left beyond r_m = 2.312e-02
  kinetic surface term, value-only matching = -0.102271 hartree
  Z = 2.5: single zeta -0.661313, double zeta -0.671154, exact -0.672669 hartree
  share of single-zeta error removed = 86.66 %
  r (bohr), then R1, R2, chi (bohr^-3/2):
    0.5  0.212735  0.047610  0.165125
    1.0  0.333567  0.091689  0.241879
    2.0  0.313066  0.155125  0.157941
    3.0  0.190252  0.162056  0.028196
    4.0  0.093870  0.093870  0.000000
    5.0  0.035071  0.035071  0.000000
  r_m for S = 0.05, 0.15, 0.30: 4.3253, 3.6385, 3.0593 bohr
l=2: E = -0.121628 hartree, V(r_m) = -0.451283 hartree
  r_m = 4.43181 bohr = 2.34521 angstrom, r_m/r_c = 0.7386
  R1(r_m) = 0.114419 bohr^-3/2, R1'(r_m) = -0.078087 bohr^-5/2
  a = 0.020461 bohr^-3.5, b = 0.000745 bohr^-5.5
  norm of chi = 0.125579, norm of R2 = 0.577595
  R2 normalized first: factor c = 1.31580, norm left beyond r_m = 1.496e-02
  kinetic surface term, value-only matching = -0.145762 hartree
  Z = 2.5: single zeta -0.280258, double zeta -0.284073, exact -0.284722 hartree
  share of single-zeta error removed = 85.47 %
repulsive core 10.0 hartree * exp(-r^2/bohr^2), l=0: E = -0.426132 hartree
  r_m = 4.04979 bohr, chi(0) = -0.273685 bohr^-3/2
no test failed
```
